A chemical shift tensor from three noisy single-crystal rotation patterns

QUESTION

A single crystal contains one kind of spin-½ site, which gives one resolved NMR line. Couplings to other spins are removed, so the line position is set by the chemical shift alone. The crystal is mounted in turn with its orthogonal axes x, y and z as the rotation axis, perpendicular to the static field. It is turned in steps, and it is at rest while each spectrum is taken.

Let b be the unit vector along the field, written in the crystal axes. The angle φ is the right-handed angle through which b turns about the rotation axis as seen from the crystal; the crystal itself turns by −φ in the laboratory. At φ = 0, b lies along y, z and x for rotation about x, y and z respectively.

The shifts below, in ppm, were simulated from a model tensor. Independent Gaussian noise of standard deviation s = 1.0 ppm was added, and the results were rounded to 0.1 ppm.

φ (deg)   about x   about y   about z
0          90.3      59.9     151.9
30        117.1      64.7     160.8
60         99.9     109.2     132.1
90         60.5     147.6      90.9
120        33.1     144.7      77.6
150        48.3      99.2     108.2

PART (a)

The resonance frequency is ν = ν_ref |(1 + δ)b|, where ν_ref is the reference frequency and δ is the shift tensor, here a dimensionless 3×3 matrix. Find the shift d = (ν − ν_ref)/ν_ref to first order in δ, and estimate the leading neglected term. Which part of δ can be measured?

Answer. Split the vector δb into a part along b and a part perpendicular to it:

δb = pb + q, with p = b·δb and q·b = 0.

The two parts of (1 + δ)b are then perpendicular, so

ν/ν_ref = √[(1 + p)² + |q|²] = (1 + p) √[1 + |q|²/(1 + p)²].

Since p and |q| are small, √(1 + u) ≈ 1 + u/2 gives

d ≈ p + |q|²/2.

To first order, therefore,

d = b·δb = Σ_ij b_i δ_ij b_j.

The part of the nuclear field along b changes its length at first order; the perpendicular part mainly tilts it. For |q| = 10⁻⁴ (100 ppm) the neglected term is 5×10⁻⁹, or 0.005 ppm, far below the noise.

Write δ as a symmetric plus an antisymmetric matrix. For the antisymmetric part a, exchanging the names i and j gives

Σ_ij b_i a_ij b_j = Σ_ij b_j a_ji b_i = −Σ_ij b_i a_ij b_j,

so this sum is zero. To first order the line position contains the symmetric part alone, which has six independent elements. From here on δ means that part, in ppm.

PART (b)

Show that each pattern has the form d(φ) = A + B cos 2φ + C sin 2φ, and express the coefficients through δ. What do the extremes of a pattern mean? What changes if the rotation axis makes an angle θ ≠ 90° with the field?

Answer. Call the rotation axis k and choose i, j so that (k, i, j) is a cyclic order of (x, y, z). The stated zeros of angle mean that b starts along i and turns towards j:

b = cos φ e_i + sin φ e_j.

Insert this in b·δb. The two cross terms are equal because δ_ij = δ_ji:

d = δ_ii cos²φ + δ_jj sin²φ + 2δ_ij sin φ cos φ.

Now use cos²φ = (1 + cos 2φ)/2, sin²φ = (1 − cos 2φ)/2 and 2 sin φ cos φ = sin 2φ. Collecting terms gives the required form with

A_k = (δ_ii + δ_jj)/2, B_k = (δ_ii − δ_jj)/2, C_k = δ_ij.

The period is 180° because reversing b leaves b·δb unchanged.

With R = √(B² + C²), the pattern is A + R cos(2φ − α), where B = R cos α and C = R sin α. Its extremes A ± R are the eigenvalues of the 2×2 block of δ in the ij plane. If k is a principal axis, then δ_ki = δ_kj = 0, the block separates from the rest of the matrix, and the extremes are two principal values. For a general axis they are not. An isotropic tensor has B = C = 0 and gives a flat pattern.

For a tilted axis the field direction is

b = sin θ (cos φ e_i + sin φ e_j) + cos θ e_k.

Squaring out b·δb, with 2 sin θ cos θ = sin 2θ, gives

d = sin²θ (A + B cos 2φ + C sin 2φ) + cos²θ δ_kk + sin 2θ (δ_ki cos φ + δ_kj sin φ).

The last term has period 360° and amplitude |sin 2θ| √(δ_ki² + δ_kj²). It vanishes at θ = 90°, the condition under which the law holds with the coefficients above. It also vanishes at any θ if k is a principal axis, because then δ_ki = δ_kj = 0. It changes sign when φ increases by 180° while the other terms do not, so pairs of readings half a turn apart, taken at two different values of φ within a half turn, reveal a tilt, provided k is not a principal axis. Two pairs are needed because the term is zero at one φ in each half turn. If k is a principal axis, a tilt only rescales B and C by sin²θ and shifts A, and this comparison cannot detect it. The comparison also misses a different fault: a crystal mounted so that the rotation axis is perpendicular to the field but not along the crystal axis k. Then b still reverses after half a turn, the pattern keeps the pure 2φ form, and only its coefficients are wrong.

PART (c)

How many tensor elements are fixed by one, two and three of these patterns?

Answer. The sum and difference of A_k and B_k are

δ_ii = A_k + B_k, δ_jj = A_k − B_k.

One pattern thus fixes three elements: two diagonal ones and δ_ij. A second pattern adds the remaining diagonal element and one off-diagonal element, making five. For example, rotations about x and y leave δ_xy unknown, however precise the data. The third pattern completes the six. Three patterns supply nine coefficients, so three consistency conditions remain, because each diagonal element is found twice.

PART (d)

For N angles φ_m = mπ/N, with m = 0, …, N − 1 and N ≥ 3, find the least-squares coefficients of one pattern and their variances. Evaluate them for the data.

Answer. The geometric sums of exp(2iφ_m) and exp(4iφ_m) over m both vanish: their ratios, exp(2πi/N) and exp(4πi/N), differ from 1 when N ≥ 3, while their Nth powers equal 1. Hence the sums of cos 2φ_m, sin 2φ_m and sin 2φ_m cos 2φ_m are zero, and

Σ cos² 2φ_m = Σ sin² 2φ_m = N/2.

The three functions 1, cos 2φ and sin 2φ are therefore orthogonal on the grid, and the least-squares equations separate:

A = (1/N) Σ d_m
B = (2/N) Σ d_m cos 2φ_m
C = (2/N) Σ d_m sin 2φ_m.

Each d_m has independent variance s², so

var A = s²/N, var B = (4/N²)(N/2)s² = 2s²/N, var C = 2s²/N.

The same orthogonality makes the three errors uncorrelated.

Here N = 6. The values of cos 2φ are 1, ½, −½, −1, −½, ½, and those of sin 2φ are 0, h, h, 0, −h, −h with h = √3/2. For the rotation about x,

A_x = 449.2/6 = 74.867
B_x = (90.3 + 58.55 − 49.95 − 60.5 − 16.55 + 24.15)/3 = 46.0/3 = 15.333
C_x = h(117.1 + 99.9 − 33.1 − 48.3)/3 = 39.144.

The other columns are treated in the same way. In ppm:

axis        A         B         C
x        74.867    15.333    39.144
y       104.217   −44.233   −20.207
z       120.250    30.217    30.917

The third decimal is kept for the arithmetic; the noise does not justify it as a result.

PART (e)

Compare the two determinations of each diagonal element. Then find the joint least-squares estimate of all six elements from the three patterns.

Answer. The element δ_xx is A_z + B_z from the z pattern and A_y − B_y from the y pattern. The closure differences are

xx: (A_z + B_z) − (A_y − B_y) = 150.467 − 148.450 = 2.017 ppm
yy: (A_x + B_x) − (A_z − B_z) = 90.200 − 90.033 = 0.167 ppm
zz: (A_y + B_y) − (A_x − B_x) = 59.984 − 59.534 = 0.450 ppm.

Each has variance (1 + 2 + 1 + 2)s²/N = 6s²/N, a standard deviation of 1.0 ppm here. The first difference is two standard deviations from zero. That is somewhat large, but it is not by itself evidence against the model.

For the joint fit, let a_k, b_k, c_k be the coefficients predicted by a trial tensor. By the orthogonality of part (d), the sum of squared residuals is a constant plus

Q = Σ_k { N(a_k − A_k)² + (N/2)[(b_k − B_k)² + (c_k − C_k)²] }.

Each c_k is a different off-diagonal element and appears nowhere else, so its best value is C_k:

δ_yz = C_x, δ_xz = C_y, δ_xy = C_z.

The element δ_xx enters a_z, b_z and a_y with factor ½, and b_y with factor −½. Setting ∂Q/∂δ_xx = 0 and dividing by 2N gives

(a_y + a_z)/2 + (b_z − b_y)/4 = (A_y + A_z)/2 + (B_z − B_y)/4.

On the left, insert

a_y + a_z = δ_xx + (δ_yy + δ_zz)/2
b_z − b_y = δ_xx − (δ_yy + δ_zz)/2.

The left side becomes (3/4)δ_xx + (1/8)(δ_yy + δ_zz), which is (5/8)δ_xx + T/8 with the trace T = δ_xx + δ_yy + δ_zz.

Add the three cyclic versions of the equation. The left sides give (5/8 + 3/8)T = T. On the right every A occurs twice with factor ½ and the B terms cancel, so

T = A_x + A_y + A_z.

Put this back and multiply by 8/5:

δ_xx = (3/5)(A_y + A_z) − (1/5)A_x + (2/5)(B_z − B_y).

The other two follow by the cyclic change x → y → z → x. Numerically,

δ_xx = 0.6(224.467) − 0.2(74.867) + 0.4(74.450) = 149.49 ppm
δ_yy = 0.6(195.117) − 0.2(104.217) + 0.4(−14.884) = 90.27 ppm
δ_zz = 0.6(179.084) − 0.2(120.250) + 0.4(−59.566) = 59.57 ppm.

The off-diagonal elements are δ_xy = 30.92, δ_xz = −20.21 and δ_yz = 39.14 ppm.

PART (f)

Find the standard errors of the six elements and of the isotropic shift T/3. Is the joint fit better than averaging the two determinations of each diagonal element? Do the residuals agree with the stated noise?

Answer. The coefficients have independent errors, so the squares of their factors add:

var δ_xx = [2(9/25) + 1/25 + 2(4/25)(2)] s²/N = 7s²/(5N).

The last 2 in the bracket is there because var B is twice var A. The estimates of δ_xx and δ_yy share coefficients. Multiplying their factors term by term gives

cov(δ_xx, δ_yy) = [−3/25 − 3/25 + 9/25 − 2(4/25)] s²/N = −s²/(5N),

and the other diagonal pairs are alike. Off-diagonal elements have variance 2s²/N and are uncorrelated with the rest. The isotropic shift is (A_x + A_y + A_z)/3, with variance 3(s²/N)/9 = s²/(3N).

For s = 1.0 ppm and N = 6 the standard errors are 0.48 ppm (diagonal), 0.58 ppm (off-diagonal) and 0.24 ppm (isotropic). The isotropic shift is 99.78 ± 0.24 ppm. It is the mean of all 18 readings, which is why it is the best determined quantity. All these errors fall as 1/√N.

Averaging A_z + B_z with A_y − B_y gives variance (1 + 2 + 1 + 2)s²/(4N) = 3s²/(2N), an error of 0.50 ppm. The joint fit is better, but the gain in the error is small.

The residual sum of squares of the joint fit is 14.23 ppm². Eighteen readings less six fitted elements leave 12 degrees of freedom, so the noise estimate is √(14.23/12) = 1.09 ppm. For Gaussian noise the expected sum is 12s², with standard deviation √24 s² ≈ 4.9s². The fit is consistent with s = 1.0 ppm.

PART (g)

Diagonalizing the fitted matrix numerically gives these principal values, in ppm, and unit axes v:

162.81   v = (0.927, 0.374, −0.040)
113.04   v = (−0.266, 0.727, 0.633)
23.48    v = (0.265, −0.576, 0.773)

Find the standard errors of the principal values. When does your formula fail?

Answer. Let small errors ε_ij be added to δ. First-order perturbation theory changes a principal value λ by

Δλ = v·εv = Σ_i v_i² ε_ii + 2 Σ_{i<j} v_i v_j ε_ij.

Define P = v_x²v_y² + v_y²v_z² + v_z²v_x². Since v is a unit vector, Σ_i v_i⁴ = 1 − 2P. The variances and covariances of part (f) then give

var λ = (s²/N)[(7/5)(1 − 2P) − (2/5)P + 8P] = s²(7 + 24P)/(5N).

In the bracket, the second term comes from the covariances of diagonal elements and the third from the off-diagonal elements, 2² × 2 = 8.

For the first axis P ≈ 0.12, and the error is √[(7 + 2.9)/30] ≈ 0.57 ppm. The other two errors are both 0.67 ppm.

If v lies along a crystal axis, P = 0 and the variance is that of a diagonal element. The largest P is 1/3, reached when v_x² = v_y² = v_z², and the variance is then 3s²/N. The orientation of the principal axes therefore affects the precision, though modestly.

The formula requires errors small compared with the gaps between principal values. Here the gaps are about 50 and 90 ppm, so it applies. If two principal values came within the noise of each other, first-order theory would fail for them, and their individual axes would be poorly determined.

PART (h)

Suppose the angles of the z pattern were recorded with the wrong sense of rotation. Would the fit or the closure differences reveal it? What happens to the principal values? What if the y and z patterns were both reversed?

Answer. Replacing φ by −φ leaves A_z and B_z alone and changes the sign of C_z. The reversed pattern is fitted just as well, with δ_xy of the opposite sign, so the residual sum remains 14.23 ppm². The closures contain no C and do not change either. Neither quantity reveals the error.

The determinant does change:

det δ = δ_xx δ_yy δ_zz + 2δ_xy δ_yz δ_xz − δ_xx δ_yz² − δ_yy δ_xz² − δ_zz δ_xy².

One reversal flips the sign of the product δ_xy δ_yz δ_xz. Since the determinant is the product of the principal values, they must change unless this product is zero. Diagonalizing the wrong matrix gives 173.58, 92.88 and 32.87 ppm. The middle value is wrong by 20 ppm, about thirty times its standard error, although the fit looks equally good.

Reversing both y and z flips δ_xz and δ_xy. This is the change δ → MδM with M = diag(−1, 1, 1), a reflection of the x axis. The principal values stay at 162.81, 113.04 and 23.48 ppm, but the x component of every principal axis has the wrong sign.

One further reading can expose the single reversal. With b = (1, 1, 1)/√3,

d = [T + 2(δ_xy + δ_xz + δ_yz)]/3.

The correct fit predicts 133 ppm, and the fit with δ_xy reversed predicts 92 ppm.

PART (i)

The model tensor behind the data had δ_xx, δ_yy, δ_zz = 150, 90, 60 ppm and δ_xy, δ_xz, δ_yz = 30, −20, 40 ppm. Its principal values are 162.55, 114.17 and 23.28 ppm. Assess the reconstruction. How serious would a 2° tilt of the z rotation axis be?

Answer. The largest error among the six elements is 0.92 ppm, in δ_xy, or 1.6 standard errors. The isotropic shift is low by 0.22 ppm, about one standard error. The principal values are off by 0.26, −1.13 and 0.20 ppm; the middle one is 1.7 standard errors low. Deviations of this size are compatible with the noise.

For a z axis at θ = 88° to the field, part (b) gives a first harmonic of amplitude

|sin 176°| √(20² + 40²) = 0.0698 × 44.7 = 3.12 ppm.

This amplitude is three times the noise of one reading. Over a half turn part of the term is absorbed into A_z, B_z and C_z: with the six angles used here the joint fit is biased by about 1.6 ppm in δ_yy, 1.1 ppm in δ_xy and 1.2 ppm in the middle principal value, roughly two to three standard errors. More readings over the same half turn would not average this away, because it is a systematic error. A crystal mounted 2° off a rotation axis that is still perpendicular to the field produces no first harmonic, yet it can shift the coefficients of the z pattern by as much as 1.4 ppm. In this example alignment of the axis matters far more than the second-order term of part (a), which is at most a few thousandths of a ppm. For a symmetric tensor, |q|² = |δb|² − p² is the variance of the principal values weighted by the squared components of b along the principal axes. Hence |q| cannot exceed half their spread, here about 70 ppm, and |q|²/2 is at most about 0.002 ppm.
